**Angular momentum spectra and ladder elements**

For Hermitian operators with $[J_x,J_y]=iJ_z$ and cyclic permutations, $J^2$ has eigenvalues $j(j+1)$ with $2j$ a nonnegative integer, and $J_z$ has eigenvalues $m=-j,\dots,j$, in units of $\hbar$. The ladder operators $J_\pm=J_x\pm iJ_y$ have matrix elements of magnitude $\sqrt{j(j+1)-m(m\pm1)}$. The program asserts the operator identities by reordering products with the commutators alone. It then diagonalizes the total spin of one to five spins one-half, built from Pauli matrices, and asserts the spectrum and the singular values of the ladder blocks, including degenerate multiplets. Orbital functions with $l=1,2,3$ are lowered by differential operators and integrated over the sphere as a separate test. The matrices built from the formula are asserted to obey the commutators for $2j=0$ to 12. A non-Hermitian ladder is shown to obey the same commutators with unrestricted eigenvalues. The output lists the multiplets, the full $j=3/2$ chain of three spins with squared norms 3, 4, 3, 0, and the negative value $-1.99$ that excludes a Hermitian ladder with $J^2=1$ starting at $m=0.3$.

## Verification by program

```python
# Result under test: Hermitian Jx, Jy, Jz with [Jx,Jy] = i Jz (and cyclic)
# have J^2 = j(j+1), 2j a nonnegative integer, m = -j, ..., j, and
# J+-|j,m> = sqrt(j(j+1) - m(m+-1)) |j,m+-1>, where J+- = Jx +- i Jy.
# Units: hbar = 1. lam is the eigenvalue of J^2, m that of Jz.
# Hermiticity is essential: a non-Hermitian counterexample is tested too.
import numpy as np
import sympy as sp
from scipy.constants import hbar


def combine(a, b, scale=1):
    """a + scale*b for vectors or operator polynomials stored as dicts."""
    out = dict(a)
    for key, value in b.items():
        out[key] = out.get(key, 0) + scale * value
    return out


# ---- Operator identities, using only the commutators to reorder words ----
SWAP = {"yx": ("z", -1j), "zy": ("x", -1j), "zx": ("y", 1j)}


def ordered(poly):
    """Rewrite every word in alphabetical order by means of the commutators."""
    done, todo = {}, list(poly.items())
    while todo:
        word, c = todo.pop()
        for k in range(len(word) - 1):
            pair = word[k:k + 2]
            if pair in SWAP:
                letter, factor = SWAP[pair]
                todo.append((word[:k] + pair[::-1] + word[k + 2:], c))
                todo.append((word[:k] + letter + word[k + 2:], c * factor))
                break
        else:
            done[word] = done.get(word, 0) + c
    return {w: c for w, c in done.items() if c != 0}


def times(a, b):
    out = {}
    for u, cu in a.items():
        for v, cv in b.items():
            out[u + v] = out.get(u + v, 0) + cu * cv
    return out


def bracket(a, b):
    return combine(times(a, b), times(b, a), -1)


def same(a, b):
    return ordered(combine(a, b, -1)) == {}


J2_word, Jz_word = {"xx": 1, "yy": 1, "zz": 1}, {"z": 1}
ladder = {+1: {"x": 1, "y": 1j}, -1: {"x": 1, "y": -1j}}
assert same(bracket(J2_word, Jz_word), {})
for s in (+1, -1):
    assert same(bracket(J2_word, ladder[s]), {})
    assert same(bracket(Jz_word, ladder[s]), combine({}, ladder[s], s))
    rhs = combine(combine(J2_word, {"zz": 1}, -1), Jz_word, -s)
    assert same(times(ladder[-s], ladder[s]), rhs)
assert not same(bracket({"x": 1}, {"y": 1}), {})  # the checker can fail


# ---- Total spin of n spins 1/2: built from Pauli matrices only ----
def total_spin(n):
    pauli = [np.array([[0, 1], [1, 0]], complex),
             np.array([[0, -1j], [1j, 0]]),
             np.array([[1, 0], [0, -1]], complex)]
    return [sum(np.kron(np.kron(np.eye(2**k), p / 2), np.eye(2**(n - k - 1)))
                for k in range(n)) for p in pauli]


def check_commutators(J):
    for a in range(3):
        b, c = (a + 1) % 3, (a + 2) % 3
        assert np.allclose(J[a] @ J[b] - J[b] @ J[a], 1j * J[c], atol=1e-10)


rng = np.random.default_rng(1)
print("Multiplets in the total spin of n spins 1/2:")
for n in range(1, 6):
    J = total_spin(n)
    dim = 2**n
    Q, _ = np.linalg.qr(rng.normal(size=(dim, dim))
                        + 1j * rng.normal(size=(dim, dim)))
    J = [Q.conj().T @ A @ Q for A in J]  # hide the special basis
    check_commutators(J)
    lam_all, vectors = np.linalg.eigh(sum(A @ A for A in J))
    found = []
    for lam in np.unique(np.round(lam_all, 8)):
        V = vectors[:, np.abs(lam_all - lam) < 1e-6]
        j = (-1 + np.sqrt(1 + 4 * abs(lam))) / 2
        twoj = int(round(2 * j))
        assert abs(2 * j - twoj) < 1e-6
        m_all, U = np.linalg.eigh(V.conj().T @ J[2] @ V)
        copies, rest = divmod(V.shape[1], twoj + 1)
        assert rest == 0
        expected = np.repeat(np.arange(twoj + 1) - twoj / 2, copies)
        assert np.allclose(m_all, expected, atol=1e-8)
        states = V @ U
        for s in (+1, -1):
            Js = J[0] + s * 1j * J[1]
            for m in np.arange(twoj + 1) - twoj / 2:
                start = states[:, np.abs(m_all - m) < 1e-6]
                size = np.linalg.svd(Js @ start, compute_uv=False)
                # squared sizes avoid the square root of rounding noise
                assert np.allclose(size**2, j * (j + 1) - m * (m + s),
                                   atol=1e-6)
        found.append(f"j={twoj / 2:.1f} (copies: {copies})")
    print(f"  n={n}, dimension {dim}: " + ", ".join(found))

# ---- Worked example: three spins 1/2, lowering the all-up state ----
Jx, Jy, Jz = total_spin(3)
J2 = Jx @ Jx + Jy @ Jy + Jz @ Jz
values, counts = np.unique(np.round(np.linalg.eigvalsh(J2), 8),
                           return_counts=True)
print("Three spins 1/2, eigenvalues of J^2 (hbar^2) and degeneracy:")
for value, count in zip(values, counts):
    print(f"  {value:.4f}  degeneracy {count}")
state = np.zeros(8, complex)
state[0] = 1
chain = []
print("Lowering the all-up state (u = up, d = down):")
while True:
    chain.append(state)
    m = np.vdot(state, Jz @ state).real
    lam = np.vdot(state, J2 @ state).real
    assert np.allclose(Jz @ state, m * state)
    assert np.allclose(J2 @ state, lam * state)
    lowered = (Jx - 1j * Jy) @ state
    norm2 = np.vdot(lowered, lowered).real
    parts = [f"{state[k].real:.4f} "
             + format(k, "03b").replace("0", "u").replace("1", "d")
             for k in range(8) if abs(state[k]) > 1e-10]
    print(f"  m={m:+.1f}: state = " + " + ".join(parts))
    print(f"    squared norm of J-|m> = {norm2:.4f}, root = "
          f"{np.sqrt(norm2):.4f} (hbar)")
    if norm2 < 1e-10:
        break
    state = lowered / np.sqrt(norm2)
B = np.array(chain).T
j_top = (len(chain) - 1) / 2
m_chain = j_top - np.arange(len(chain))
raising = B.conj().T @ (Jx + 1j * Jy) @ B
formula = np.diag(np.sqrt(j_top * (j_top + 1)
                          - m_chain[1:] * (m_chain[1:] + 1)), 1)
assert np.allclose(raising, formula)  # signs as well as magnitudes
Jx_block = B.conj().T @ Jx @ B
print("Matrix of Jx (hbar), rows and columns m = 3/2, 1/2, -1/2, -3/2:")
for row in Jx_block.real:
    print("  " + " ".join(f"{x + 0.0:7.4f}" for x in np.round(row, 10)))
Jx_values = np.linalg.eigvalsh(Jx_block)
assert np.allclose(Jx_values, m_chain[::-1])
print("Eigenvalues of this Jx (hbar): "
      + " ".join(f"{x:+.4f}" for x in Jx_values))
length = np.sqrt(np.vdot(chain[0], J2 @ chain[0]).real)
print(f"Length sqrt(j(j+1)) for j=3/2: {length:.4f} hbar"
      f" = {length * hbar:.4e} J s")

# ---- Orbital check: differential operators and integration on a sphere ----
x, y, z = sp.symbols("x y z", real=True)


def orbital(f, a, b):
    return -sp.I * (a * sp.diff(f, b) - b * sp.diff(f, a))


nodes, weights = np.polynomial.legendre.leggauss(8)
phi = 2 * np.pi * np.arange(16) / 16
cos_t, angle = np.meshgrid(nodes, phi, indexing="ij")
sin_t = np.sqrt(1 - cos_t**2)
points = (sin_t * np.cos(angle), sin_t * np.sin(angle), cos_t)
area = np.repeat(weights[:, None], 16, axis=1) * 2 * np.pi / 16


def sphere_norm2(f):
    return np.sum(area * np.abs(sp.lambdify((x, y, z), f, "numpy")(*points))**2)


for l in (1, 2, 3):
    f = sp.expand((x + sp.I * y)**l)
    ratios = []
    for m in range(l, -l - 1, -1):
        assert sp.expand(orbital(f, x, y) - m * f) == 0
        g = sp.expand(orbital(f, y, z) - sp.I * orbital(f, z, x))
        ratios.append(sphere_norm2(g) / sphere_norm2(f))
        assert abs(ratios[-1] - (l * (l + 1) - m * (m - 1))) < 1e-9
        f = g
    assert f == 0
    if l == 2:
        print("Orbital l=2, squared norms of L-|m> (hbar^2), m=2 to -2:")
        print("  " + " ".join(f"{r:.4f}" for r in ratios))

# ---- Existence: the matrices of the formula obey the commutators ----
largest = 12
for twoj in range(largest + 1):
    j = twoj / 2
    m = j - np.arange(twoj + 1)
    up = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    check_commutators([(up + up.T) / 2, (up - up.T) / 2j, np.diag(m)])
print(f"Formula matrices obey the commutators for 2j = 0 to {largest}")

# ---- Without Hermiticity: an endless ladder with any lam and any start ----
lam_s, mu = sp.symbols("lam mu")  # key k stands for the vector m = mu + k


def raise_free(v):
    return {k + 1: c * (lam_s - (mu + k) * (mu + k + 1)) for k, c in v.items()}


def lower_free(v):
    return {k - 1: c for k, c in v.items()}


def x_free(v):
    return combine(combine({}, raise_free(v), sp.Rational(1, 2)),
                   lower_free(v), sp.Rational(1, 2))


def y_free(v):
    return combine(combine({}, raise_free(v), -sp.I / 2),
                   lower_free(v), sp.I / 2)


def z_free(v):
    return {k: c * (mu + k) for k, c in v.items()}


def vanishes(v):
    return all(sp.expand(c) == 0 for c in v.values())


unit = {0: sp.Integer(1)}
free = [x_free, y_free, z_free]
for a in range(3):
    A, Bop, C = free[a], free[(a + 1) % 3], free[(a + 2) % 3]
    difference = combine(A(Bop(unit)), Bop(A(unit)), -1)
    assert vanishes(combine(difference, C(unit), -sp.I))
square = {}
for A in free:
    square = combine(square, A(A(unit)))
assert vanishes(combine(square, unit, -lam_s))

print("Value of J-J+ on |lam,m>, a squared norm if J is Hermitian:")
value = lower_free(raise_free(unit))[0]
trial = {}
for lam, start in ((sp.Integer(1), sp.Rational(3, 10)),
                   (sp.Rational(15, 4), sp.Rational(1, 2))):
    for step in (0, 1):
        m = start + step
        trial[lam, step] = float(value.subs({lam_s: lam, mu: m}))
        print(f"  lam={float(lam):.2f}, m={float(m):.1f}: "
              f"{trial[lam, step]:+.4f}")
assert trial[sp.Integer(1), 0] > 0 > trial[sp.Integer(1), 1]
assert trial[sp.Rational(15, 4), 1] == 0

print("success")
```

Running it gives:

```
Multiplets in the total spin of n spins 1/2:
  n=1, dimension 2: j=0.5 (copies: 1)
  n=2, dimension 4: j=0.0 (copies: 1), j=1.0 (copies: 1)
  n=3, dimension 8: j=0.5 (copies: 2), j=1.5 (copies: 1)
  n=4, dimension 16: j=0.0 (copies: 2), j=1.0 (copies: 3), j=2.0 (copies: 1)
  n=5, dimension 32: j=0.5 (copies: 5), j=1.5 (copies: 4), j=2.5 (copies: 1)
Three spins 1/2, eigenvalues of J^2 (hbar^2) and degeneracy:
  0.7500  degeneracy 4
  3.7500  degeneracy 4
Lowering the all-up state (u = up, d = down):
  m=+1.5: state = 1.0000 uuu
    squared norm of J-|m> = 3.0000, root = 1.7321 (hbar)
  m=+0.5: state = 0.5774 uud + 0.5774 udu + 0.5774 duu
    squared norm of J-|m> = 4.0000, root = 2.0000 (hbar)
  m=-0.5: state = 0.5774 udd + 0.5774 dud + 0.5774 ddu
    squared norm of J-|m> = 3.0000, root = 1.7321 (hbar)
  m=-1.5: state = 1.0000 ddd
    squared norm of J-|m> = 0.0000, root = 0.0000 (hbar)
Matrix of Jx (hbar), rows and columns m = 3/2, 1/2, -1/2, -3/2:
   0.0000  0.8660  0.0000  0.0000
   0.8660  0.0000  1.0000  0.0000
   0.0000  1.0000  0.0000  0.8660
   0.0000  0.0000  0.8660  0.0000
Eigenvalues of this Jx (hbar): -1.5000 -0.5000 +0.5000 +1.5000
Length sqrt(j(j+1)) for j=3/2: 1.9365 hbar = 2.0422e-34 J s
Orbital l=2, squared norms of L-|m> (hbar^2), m=2 to -2:
  4.0000 6.0000 6.0000 4.0000 0.0000
Formula matrices obey the commutators for 2j = 0 to 12
Value of J-J+ on |lam,m>, a squared norm if J is Hermitian:
  lam=1.00, m=0.3: +0.6100
  lam=1.00, m=1.3: -1.9900
  lam=3.75, m=0.5: +3.0000
  lam=3.75, m=1.5: +0.0000
success
```
